Why a Receding Melt Narrows the Beam from a Cylindrical Crucible

1. Definitions and conventions

A straight cylindrical crucible of radius R is open at the top. Its flat melt lies at depth L below the mouth, and ℓ = L/R. Height z is measured upward from the melt, depth s downward from the mouth, so z = L − s. The angle θ is measured from the axis.

The vapour is so thin that atoms fly straight from surface to surface. The melt has one fixed temperature T, and every atom that returns to it condenses. With vapour pressure p and atomic mass m it emits, per unit area and time,

Φ₀ = p/√(2πmkT).

The emission is diffuse: an area dA sends Φ₀ cosθ dA dΩ/π atoms per unit time into the solid angle dΩ. The wall is dry and hot. It keeps no atoms and re-emits each arriving atom diffusely, with no memory of its arrival direction. Its emission per unit area is w(z)Φ₀, with w to be found.

The brightness b of a ray is the atom flux per unit solid angle and per unit area perpendicular to the ray, in units of Φ₀/π. Thus b = 1 for a ray from the melt and b = w(z) for a ray from the wall. Between two small areas a distance d apart, the flow is

(Φ₀/π) b cosθ₁ dA₁ cosθ₂ dA₂/d².

This is symmetric in the two areas, so brightness is unchanged along a free flight. The beam can therefore be found by following each ray back from the mouth to the surface it left.

Let J(θ) be the number of atoms per unit time and solid angle far from the crucible, and j = J/(Φ₀R²). Summing over the mouth, of area πR², gives

j(θ) = cosθ × (mean of b over the mouth).

If the melt fills the crucible to the brim, b = 1 everywhere and j = cosθ, with a half-width at half maximum of 60°. Two contributions change this: the wall blocks the view of the melt, and it sends out atoms of its own.

2. First contribution: blocked sight lines

Follow a ray at angle θ back from a point of the mouth. At melt level it has moved sideways by L tanθ. It reaches the melt if the shifted point still lies inside the circle of radius R. The suitable mouth points thus fill the overlap of two discs whose centres are L tanθ apart. Define

q_L = L tanθ/(2R) = ℓ tanθ/2.

For a separation 2Rq, the overlap consists of two circular segments of half-angle α = arccos q. Each has area R²(α − sinα cosα). Their sum divided by πR² is the open fraction

K(q) = (2/π)[arccos q − q√(1−q²)] for q < 1, and K = 0 for q ≥ 1.

Sight lines to the melt alone would give

j_sight = cosθ K(q_L),

which vanishes beyond the cutoff tanθ = 2R/L. This is the whole beam if the wall holds every atom that hits it, w = 0.

3. Second contribution: atoms from the wall

K(q) is also the fraction of mouth points from which the backward ray can move sideways by more than 2Rq before meeting the wall. The distribution of q is therefore −K′(q). Differentiating,

K′ = (2/π)[−1/√(1−q²) − (1−2q²)/√(1−q²)] = −(4/π)√(1−q²).

A ray that has moved sideways by 2Rq has descended s = 2Rq/tanθ. If q < q_L, this is less than L and the ray began on the wall at height L − s. With q_m = min(1, q_L), the wall adds

j_wall = cosθ (4/π) ∫₀^{q_m} w(L − 2Rq/tanθ) √(1−q²) dq.

Since K(0) = 1, the open fraction can be written as K(q_L) = 1 − (4/π)∫₀^{q_m}√(1−q²)dq. The sum of both contributions is

j(θ) = cosθ {1 − (4/π) ∫₀^{q_m} [1 − w(L − 2Rq/tanθ)] √(1−q²) dq}.   (A)

The loss is governed by 1 − w, the amount by which the wall is dimmer than the melt. If the melt wets the wall with a film that emits at the melt's own rate, w = 1 and j = cosθ at every melt level, although the sight lines to the melt are blocked as before. Obstruction narrows the beam because it replaces a bright surface by a dimmer one. Particle tracing with a uniformly emitting wall at ℓ = 3 confirmed the cosine distribution within sampling error.

4. How bright is the wall?

Here and in later sections, heights written as x are in units of R, and w(x) is the wall emission at that height. First find the fraction D(x) of melt atoms that cross a disc at height x without touching the wall. A fraction 2 sinθ cosθ dθ = d(sin²θ) leaves between θ and θ + dθ, and K(x tanθ/2) of it gets through. With q = x tanθ/2, sin²θ = 4q²/(x²+4q²). Integrate by parts; the boundary term vanishes because sin²θ = 0 at q = 0 and K = 0 at q = 1:

D(x) = (4/π) ∫₀¹ [4q²/(x²+4q²)] √(1−q²) dq = 1 − (4x²/π) I,

I = ∫₀¹ √(1−q²)/(x²+4q²) dq.

Put q = sin a and write cos²a = [(x²+4) − (x²+4 sin²a)]/4. The substitution u = tan a gives

∫₀^{π/2} da/(x²+4 sin²a) = ∫₀^∞ du/[x²+(x²+4)u²] = π/[2x√(x²+4)].

Hence I = (π/8)[√(x²+4)/x − 1], and

D(x) = 1 + x²/2 − (x/2)√(x²+4).

The atoms that cross the disc at x but not the one at x + dx strike the wall between them. Their number per unit time is −πR²Φ₀D′dx, spread over an area 2πR²dx. The melt therefore supplies the wall with a flux F(x)Φ₀, where

F(x) = −D′(x)/2 = (x²+2)/[2√(x²+4)] − x/2.

By the symmetry of the exchange between two areas, F(x) is also the fraction of atoms from a wall element that cross a disc at distance x directly. Those that cross at x but not at x + dx hit the ring between, so a wall element sends to a ring at distance x the fraction k(x)dx, with

k(x) = −F′(x) = ½[1 − x(x²+6)/(x²+4)^{3/2}].

In the steady state each wall element emits what it receives:

w(x) = F(x) + ∫₀^ℓ k(|x−x′|) w(x′) dx′.   (B)

Since F(0) = ½, integrating k on both sides of x gives

∫₀^ℓ k(|x−x′|) dx′ = 1 − F(x) − F(ℓ−x).   (C)

An atom leaving the wall thus goes to the wall, towards the melt or out of the mouth.

Now add to w its mirror image, u(x) = w(x) + w(ℓ−x). Equation (B) gives u = F(x) + F(ℓ−x) + ∫k u dx′, and by (C) u = 1 is a solution. There is no other. The difference δ of two solutions obeys δ = ∫k δ dx′. At the point where |δ| is largest, this would require |δ| ≤ |δ|[1 − F(x) − F(ℓ−x)], which is possible for δ = 0 alone. Therefore

w(x) + w(ℓ−x) = 1,

and the mean of w over the wall is ½ for every depth. Repeated insertion of (B) into itself builds w from positive terms, so w > 0; its mirror image is positive too, so w < 1. Backward random walks at ℓ = 3 gave a mean of 0.5005, with a sampling error of about 0.001.

5. Weighing the two near the axis

At θ = 0 every backward ray reaches the melt, so j(0) = 1 at any depth. For small θ and small ℓθ, set √(1−q²) ≈ 1 in (A) and use dq = tanθ ds/(2R). The factor cosθ differs from 1 in second order. To first order,

1 − j ≈ (2θ/πR) ∫₀^L [1 − w(L−s)] ds = (2θ/πR)(L/2) = ℓθ/π.

With w = 0 the integral would be L instead of L/2. The ledger near the axis is therefore:

blocked sight lines: −2ℓθ/π
atoms from the wall: +ℓθ/π
sum: −ℓθ/π

The wall makes good half of the first-order loss, whatever the depth, because its mean emission is half that of the melt. The far-field profile has a pointed top, unlike the rounded top of cosθ. At ℓ = 3 the predicted slope is 0.955 per radian; particle tracing at θ = 0.05 gave 0.954 with a sampling error of about 0.004, and sight lines alone give 1.910.

At larger angles the refilled share of the loss is the average of w over the wall seen by the rays, with weight √(1−q²). That weight favours small q, which means wall near the mouth, where w is below its mean (shown in section 6). The share then lies below one half. Beyond the cutoff the rays no longer reach the lower, brighter wall at all, and the share falls further.

6. Why further recession narrows the beam

Compare two crucibles with melt depths L₁ < L₂, both measured from the mouth. In the deeper one, consider the plane at depth L₁, where the shallower one has its melt. Rays rising through this plane have b = 1 if they come from the melt and b < 1 if they come from the lower wall. The plane is thus nowhere brighter than a melt surface, and in oblique directions it is partly dimmer.

Let δ be the wall emission of the shallow crucible minus that of the deep one, at equal depth below the mouth. Above the plane it obeys δ = g + ∫k δ dx′, where g > 0 is the missing supply through the plane. Suppose the smallest value of δ were zero or negative. At that point (C), with ℓ₁ = L₁/R, would give

δ_min ≥ g + δ_min[1 − F(x) − F(ℓ₁−x)], or δ_min[F(x) + F(ℓ₁−x)] ≥ g > 0,

a contradiction. So δ > 0: at a fixed depth below the mouth, the wall grows dimmer as the melt recedes. Every backward ray then ends on a surface no brighter than before, and at each oblique angle some end on a dimmer one. Hence j falls at every θ between 0 and 90°, while j(0) stays at 1.

The half-width is unique if j falls steadily with θ, which remains to be shown. Write w_L(z) for the wall emission at melt depth L. At fixed depth below the mouth it falls with L, so by the mirror relation it rises with L at fixed height above the melt. Raising the observation point by h > 0 gives

w_L(z+h) < w_{L−h}(z) < w_L(z).

The first step compares equal depths below the mouth, the second equal heights above the melt. So w decreases upward. In (A), a larger θ moves the ray ends up to dimmer wall and, below the cutoff, adds more wall rays. The bracket and cosθ both decrease, and the half-width is unique. Because j falls with L at each oblique angle, the half-width shrinks as the melt recedes.

7. Two limits: grazing exit and a nearly full crucible

Towards grazing exit, tanθ → ∞ and all rays come from just below the rim. Then

j/cosθ → w(L).

The beam keeps wide wings beyond the sight-line cutoff, and their grazing level is set by the rim.

For a nearly full crucible, ℓ ≪ 1, the integral in (B) is small, F is close to ½, and w ≈ ½ along the whole wall. Then (A) becomes

j ≈ cosθ [1 + K(q_L)]/2.

At fixed angle K → 1 as ℓ → 0 and the cosine law returns. Beyond the cutoff, however, which now lies close to 90°, the intensity is close to half the cosine value, and tends to half as ℓ → 0. Relative to the cosine law, a shallow rim therefore alters the edge of the beam most.

8. Total output and the finite substrate distance

The fraction W of emitted atoms that leave the mouth follows either from the beam or from the surfaces:

W = 2∫₀^{π/2} j sinθ dθ = D(ℓ) + 2∫₀^ℓ w(x)F(ℓ−x) dx.

The factor 2 in the last term is the ring area 2πR²dx divided by the melt area πR². D(ℓ) is the direct part.

The constant axial intensity belongs to the far field. At a substrate a distance H above the mouth, the flux on the axis is Φ₀∫b d(sin²θ). A ray that meets the wall at depth s has tanθ = R/(H+s), hence sin²θ = R²/[R²+(H+s)²]. This gives

G(0)/Φ₀ = R²/[R²+(H+L)²] + ∫₀^L w(L−s) 2R²(H+s)/[R²+(H+s)²]² ds.

Relative to a full crucible, the loss is the same integral with w replaced by 1 − w. For R, L ≪ H its kernel is about 2R²/H³, so

G(0)/Φ₀ ≈ (R²/H²)[1 − (2/H)(L/2)] = (R²/H²)(1 − L/H).

An inverse-square source at depth L/2 has the same first-order loss, since (1 + L/2H)⁻² ≈ 1 − L/H. For the flux on the axis, and to first order in L/H, the effective source lies halfway between melt and mouth, again because the mean of w is ½. This picture does not describe the flux off the axis (section 9).

Off the axis, a mouth element at distance d = H/cosθ from the substrate point contributes (Φ₀/π) b cos²θ dA/d², so

G = [Φ₀/(πH²)] ∫ b cos⁴θ dA over the mouth,

with b found by tracing back as before.

9. A worked case

Take the round model parameters R = 10 mm, H = 200 mm, p = 0.01 Pa, T = 1100 K, m = 100 u and a collision diameter of 0.5 nm. They give Φ₀ = 7.94×10¹⁹ m⁻² s⁻¹. The mean free path at the vapour pressure is 1.37 m, about 23 times the largest melt depth used, so a single flight in the crucible is rarely interrupted. Atoms that strike the wall many times travel farther than the melt depth: at L = 60 mm those that escape cover on average about 3L inside the crucible, and roughly 7% of them would collide. The neglect of collisions is thus an approximation that is weakest for the deepest melt. The chosen pressure is also low. The axial flux from a full crucible, 1.98×10¹⁷ m⁻² s⁻¹, is only about 0.03 monolayer per second for a monolayer of about 6×10¹⁸ atoms per m². One monolayer per second would need about 0.3 Pa, where the mean free path is about 43 mm, shorter than the largest melt depth, and the free-flight results below no longer hold quantitatively.

For L = 30 mm, ℓ = 3, the contributions to j are:

at 10°: 0.985 − 0.328 + 0.163 = 0.820
at 30°: 0.866 − 0.816 + 0.386 = 0.436
at 50°: 0.643 − 0.643 + 0.218 = 0.218

The terms are the full-melt value, the loss of sight lines and the atoms from the wall. The refilled shares are 0.50, 0.47 and 0.34, falling with angle as section 5 requires. At 50°, beyond the cutoff of 33.7°, the beam consists of wall atoms alone.

The half-widths are, with the sight-line value in brackets:

L = 10 mm: 44.4° (32.9°)
L = 30 mm: 26.4° (14.6°)
L = 60 mm: 15.3° (7.6°)

Leaving out the wall atoms makes the beam far too narrow, by a factor of two at the largest depth.

The total output tells the two contributions apart in another way. For L = 30 mm, W = 0.420, of which 0.092 is direct; the wall supplies 0.328/0.420 = 78% of the escaping atoms. The escape rate is

7.94×10¹⁹ × π × (0.010)² × 0.420 = 1.05×10¹⁶ s⁻¹.

At L = 60 mm, W has dropped to 0.275, but the axial flux on the substrate is still 0.776 of its full-melt value. Recession mainly removes oblique atoms. A source at depth L/2 would give 0.756 there, and 0.952 against the computed 0.953 at L = 10 mm: the first-order picture is good while L/H is small and overstates the loss when L/H reaches 0.3.

The film becomes less uniform. At 50 mm off the axis, the flux relative to the centre is 0.886 for a full crucible, which is cos⁴θ at tanθ = 0.25. It falls to 0.840, 0.750 and 0.624 at the three depths. A cosine source at depth L/2 would instead give 0.891, 0.900 and 0.912, so that picture gets even the direction of the change wrong off the axis. The remaining values stand in the numerical output.

10. Where the result fails

The statement that recession narrows the beam at fixed temperature rests on the wall being dimmer than the melt along the outgoing rays. A wetted wall emitting at the melt's rate removes the effect. So would a mirror-like wall: reflection keeps θ and the brightness, so each oblique ray can be followed back through its reflections to the melt, and b = 1. A wall that holds atoms lies at the other extreme and, if it holds all of them, leaves the sight-line beam of section 2.

A wall temperature different from that of the melt changes the speeds of the re-emitted atoms but not the count in (B), provided nothing accumulates. Collisions between atoms invalidate the straight rays on which every step depends. A concave melt surface acts like a flat one at the height of its contact line with the wall, because every ray going down through that plane ends on melt. A tapered crucible or a melt that bulges above its contact line needs new forms of K, F and k, and the mirror relation, with its factor of one half, is then no longer assured.

Values computed for the example and the checks

```
crucible radius: 10 mm
mouth-substrate distance: 200 mm
off-axis position: 50 mm
temperature: 1100 K; pressure: 0.01 Pa
atomic mass: 100 u
collision diameter: 0.5 nm
mean free path: 1.37 m
melt emission flux: 7.944e+19 m^-2 s^-1
full melt: escape rate 2.496e+16 s^-1
full melt: half-width 60.0 deg
full melt: axial flux 1.981e+17 m^-2 s^-1
full melt: off-axis/centre flux 0.886
full melt: j at 10,30,50 deg 0.985 0.866 0.643
--- melt depth 10 mm, L/R = 1
sight-line cutoff: 63.4 deg
half-width, re-emitting wall: 44.4 deg
half-width, sight lines only: 32.9 deg
j at 10,30,50 deg, re-emitting: 0.930 0.709 0.412
j at 10,30,50 deg, sight only: 0.874 0.552 0.186
wall emission w at melt, rim: 0.674, 0.326
escape fraction W: 0.6720; direct: 0.3820
escape rate: 1.677e+16 s^-1
axial substrate flux: 1.888e+17 m^-2 s^-1
axial flux / full-melt value: 0.953
same ratio, source at L/2: 0.952
off-axis/centre flux: 0.840
--- melt depth 30 mm, L/R = 3
sight-line cutoff: 33.7 deg
half-width, re-emitting wall: 26.4 deg
half-width, sight lines only: 14.6 deg
j at 10,30,50 deg, re-emitting: 0.820 0.436 0.218
j at 10,30,50 deg, sight only: 0.657 0.050 0.000
wall emission w at melt, rim: 0.805, 0.195
escape fraction W: 0.4201; direct: 0.0917
escape rate: 1.048e+16 s^-1
axial substrate flux: 1.730e+17 m^-2 s^-1
axial flux / full-melt value: 0.873
same ratio, source at L/2: 0.865
off-axis/centre flux: 0.750
--- melt depth 60 mm, L/R = 6
sight-line cutoff: 18.4 deg
half-width, re-emitting wall: 15.3 deg
half-width, sight lines only: 7.6 deg
j at 10,30,50 deg, re-emitting: 0.663 0.269 0.138
j at 10,30,50 deg, sight only: 0.354 0.000 0.000
wall emission w at melt, rim: 0.876, 0.124
escape fraction W: 0.2754; direct: 0.0263
escape rate: 6.874e+15 s^-1
axial substrate flux: 1.538e+17 m^-2 s^-1
axial flux / full-melt value: 0.776
same ratio, source at L/2: 0.756
off-axis/centre flux: 0.624
traced W at L/R=3: 0.4201
traced mean wall emission at L/R=3: 0.5005
traced axial slope at L/R=3: 0.954 per rad
predicted axial slope: 0.955 per rad
sight-only axial slope: 1.910 per rad
```
